# Thermionic emission over a laterally uniform barrier in d dimensions: a numerical check

```python
"""Thermionic emission over a laterally uniform barrier in d dimensions.
Result under test (one-way current per unit contact size):
  J_d = g (q kB T/h) (m kB T/(2 pi hbar^2))^((d-1)/2) exp(-Phi/(kB T))
g: spin and valley states per k; m: band mass; q: elementary charge;
Phi: barrier top minus Fermi level; v_b: barrier top minus band bottom;
mu: Fermi level measured from the band bottom, so Phi = v_b - mu.
SI units are used inside the program; printed units are stated."""
import numpy as np
from scipy.constants import k as kB, h, hbar, e as q, m_e, epsilon_0, pi
from scipy.integrate import quad
from scipy.optimize import minimize_scalar
from scipy.special import expit, gamma
from mpmath import polylog, mp, mpf, exp as mpexp

mp.dps = 30
NODES, WEIGHTS = np.polynomial.legendre.leggauss(60)
CUT = 40.0  # energy range of the quadrature in units of kB T


def add_axes(energy, weight, masses, T):
    """Extend the k grid by full axes, one for each mass."""
    for m in masses:
        k_max = np.sqrt(2 * m * CUT * kB * T) / hbar
        kt = k_max * NODES
        energy = energy[..., None] + (hbar * kt) ** 2 / (2 * m)
        weight = weight[..., None] * k_max * WEIGHTS
    return energy, weight


def emission(masses, g, v_b, mu, T):
    """Flux integral over k space; masses[0] is along the current."""
    mx = masses[0]
    lo = np.sqrt(2 * mx * v_b) / hbar
    hi = np.sqrt(2 * mx * (v_b + CUT * kB * T)) / hbar
    kx = lo + (hi - lo) * (NODES + 1) / 2
    energy = (hbar * kx) ** 2 / (2 * mx)
    weight = WEIGHTS * (hi - lo) / 2 * hbar * kx / mx
    energy, weight = add_axes(energy, weight, masses[1:], T)
    occupation = expit(-(energy - mu) / (kB * T))
    return g * q * np.sum(weight * occupation) / (2 * pi) ** len(masses)


def density(masses, g, mu, T):
    """Carrier density by the same kind of k-space sum."""
    energy, weight = add_axes(np.array(0.0), np.array(1.0), masses, T)
    occupation = expit(-(energy - mu) / (kB * T))
    return g * np.sum(weight * occupation) / (2 * pi) ** len(masses)


def formula(d, m, g, phi, T):
    states = (m * kB * T / (2 * pi * hbar**2)) ** ((d - 1) / 2)
    return g * q * kB * T / h * states * np.exp(-phi / (kB * T))


def total_energy_rule(d, m, g, v_b, mu, T):
    """Current if total energy, not longitudinal energy, decided escape."""
    n = d - 1
    ball = pi ** (n / 2) / gamma(n / 2 + 1)

    def integrand(x):
        k_mag = np.sqrt(2 * m * (v_b + x * kB * T)) / hbar
        return ball * (k_mag / (2 * pi)) ** n * np.exp(-x)
    integral = quad(integrand, 0, CUT, epsabs=0, epsrel=1e-10)[0]
    return g * q * kB * T / h * integral * np.exp(-(v_b - mu) / (kB * T))


def power(j1, j2, barrier, T1, T2):
    """Power of T left after the activated factor is divided out."""
    activated = barrier / kB * (1 / T2 - 1 / T1)
    return (np.log(j2 / j1) + activated) / np.log(T2 / T1)


# Rough typical inputs for a chromium contact on n-type silicon
T1, T2 = 300.0, 360.0
phi = 0.60 * q
m = 0.32 * m_e
valleys = 6
v_test = 0.30 * q  # band depth used in the k-space tests
mu_test = v_test - phi
kT = kB * T1
print(f"Barrier Phi = {phi/q:.2f} eV; T1 = {T1:.0f} K; T2 = {T2:.0f} K")
print(f"Model mass = {m/m_e:.2f} m0; valleys = {valleys}")
print(f"kB T1 = {kT/q*1e3:.3f} meV; Phi/(kB T1) = {phi/kT:.3f}")
print(f"q kB T1/h = {q*kT/h:.4e} A")
root_states = np.sqrt(m * kT / (2 * pi * hbar**2))
print(f"Transverse factor per direction = {root_states/100:.4e} 1/cm")
print(f"exp(-Phi/(kB T1)) = {np.exp(-phi/kT):.4e}")

units = {1: (1.0, "A"), 2: (1e2, "A/cm"), 3: (1e4, "A/cm2")}
print(f"k-space tests: band depth v_b = {v_test/q:.2f} eV")
for d in (1, 2, 3):
    masses = [m] * d
    j1 = emission(masses, 2, v_test, mu_test, T1)
    j2 = emission(masses, 2, v_test, mu_test, T2)
    shallow = emission(masses, 2, 0.1 * q, 0.1 * q - phi, T1)
    assert abs(j1 / formula(d, m, 2, phi, T1) - 1) < 1e-8
    assert abs(shallow / j1 - 1) < 1e-8
    p = power(j1, j2, phi, T1, T2)
    assert abs(p - (d + 1) / 2) < 1e-7
    scale, unit = units[d]
    print(f"d={d}, one valley: J(T1) = {j1/scale:.4e} {unit}")
    print(f"  J(T2) = {j2/scale:.4e} {unit}; J ratio = {j2/j1:.2f}")
    print(f"  power = {p:.5f}; prefactor ratio = {(T2/T1)**p:.4f}")

    # Fixed density and fixed height above the band bottom
    n1 = density(masses, 2, mu_test, T1)
    n2 = density(masses, 2, mu_test, T2)
    p_n = power(j1 / n1, j2 / n2, v_test, T1, T2)
    expected = q * np.sqrt(kT / (2 * pi * m)) * np.exp(-v_test / kT)
    assert abs(j1 / n1 / expected - 1) < 1e-4
    assert abs(p_n - 0.5) < 1e-3

    # Mode counting agrees at zero depth, but the escape rule matters
    zero_depth = emission(masses, 2, 0.0, -phi, T1)
    counted = total_energy_rule(d, m, 2, 0.0, -phi, T1)
    assert abs(counted / zero_depth - 1) < 1e-7
    w1 = total_energy_rule(d, m, 2, v_test, mu_test, T1)
    w2 = total_energy_rule(d, m, 2, v_test, mu_test, T2)
    p_w = power(w1, w2, phi, T1, T2)
    assert abs(p_w - 1) < 0.15
    print(f"  power: fixed density {p_n:.3f}; total-energy rule {p_w:.3f}")

    # Fermi statistics at a barrier of only one kB T
    s = mpf(d + 1) / 2
    fermi = float(-polylog(s, -mpexp(-1)).real)
    low = emission(masses, 2, 0.0, -kT, T1)
    boltz = formula(d, m, 2, kT, T1)
    assert abs(low / boltz / (fermi * np.e) - 1) < 1e-6
    print(f"  Fermi/Boltzmann current at Phi = kB T: {low/boltz:.4f}")

# Richardson constant from k-space currents
free = emission([m_e] * 3, 2, v_test, mu_test, T1)
A_free = free / T1**2 * np.exp(phi / kT)
assert abs(A_free / (4 * pi * q * m_e * kB**2 / h**3) - 1) < 1e-8
J_model = valleys * emission([m] * 3, 2, v_test, mu_test, T1)
J_hot = valleys * emission([m] * 3, 2, v_test, mu_test, T2)
A_model = J_model / T1**2 * np.exp(phi / kT)
print(f"Free-electron Richardson constant = {A_free/1e4:.3f} A/(cm2 K2)")
print(f"Six-valley model constant = {A_model/1e4:.2f} A/(cm2 K2)")
print(f"Contact J(T1) = {J_model/1e4:.4e} A/cm2 = {J_model:.3f} A/m2")
print(f"Contact J(T2) = {J_hot/1e4:.4e} A/cm2")

# Unequal masses, current along a cube axis of silicon
mt, ml = 0.19 * m_e, 0.92 * m_e
along = emission([ml, mt, mt], 2, v_test, mu_test, T1)
across = emission([mt, mt, ml], 2, v_test, mu_test, T1)
across_hot = emission([mt, mt, ml], 2, v_test, mu_test, T2)
assert abs(across / formula(3, np.sqrt(mt * ml), 2, phi, T1) - 1) < 1e-8
assert abs(along / formula(3, mt, 2, phi, T1) - 1) < 1e-8
assert abs(power(across, across_hot, phi, T1, T2) - 2) < 1e-7
aniso = (2 * along + 4 * across) / J_model
print("Neglected effects at T1, each as a separate estimate:")
print(f"Rough masses: mt = {mt/m_e:.2f} m0, ml = {ml/m_e:.2f} m0")
print(f"Anisotropic/isotropic current = {aniso:.3f}")

# Nonparabolic band E(1 + alpha E) = hbar^2 k^2/(2m) near the barrier top
alpha = 0.5 / q
nonpar = quad(lambda x: x * (1 + alpha * kT * x) * np.exp(-x), 0, CUT)[0]
assert abs(nonpar - (1 + 2 * alpha * kT)) < 1e-7
print(f"Nonparabolicity {alpha*q:.1f} 1/eV: current factor {nonpar:.3f}")

# Depletion field at zero bias
donors, eps_r, mobility = 1e22, 11.7, 0.12
eps = eps_r * epsilon_0
Nc = 2 * valleys * (m * kT / (2 * pi * hbar**2)) ** 1.5
V_bi = (phi - kT * np.log(Nc / donors)) / q
field = np.sqrt(2 * q * donors * V_bi / eps)
print(f"Donors = {donors/1e6:.1e} 1/cm3; eps_r = {eps_r}")
print(f"Band bending = {V_bi:.3f} eV; width = {2*V_bi/field*1e9:.0f} nm")
breakdown = 3e7
print(f"Peak field = {field/1e8:.4f} MV/cm")
print(f"Field/rough breakdown ({breakdown/1e8:.1f} MV/cm)"
      f" = {field/breakdown:.3f}")

# Image force: locate the barrier maximum numerically


def image_potential(x_nm):
    x = x_nm * 1e-9
    return -field * x - q / (16 * pi * eps * x)


top = minimize_scalar(lambda x: -image_potential(x), bounds=(0.1, 50),
                      method="bounded", options={"xatol": 1e-8})
x_top, lowering = top.x, top.fun
assert abs(lowering / np.sqrt(q * field / (4 * pi * eps)) - 1) < 1e-6
print(f"Image lowering = {lowering*1e3:.1f} meV at {x_top:.2f} nm")
print(f"Image-force current factor = {np.exp(q*lowering/kT):.2f}")

# Tunnelling and reflection at the parabolic top, light mass along current
step = 0.01
curvature = (image_potential(x_top + step) + image_potential(x_top - step)
             - 2 * image_potential(x_top)) / (step * 1e-9) ** 2
quantum = hbar * np.sqrt(-q * curvature / mt)
c = 2 * pi * kT / quantum
assert c > 1.5
tunnel = quad(lambda u: np.exp(-u) * expit(c * u), -30, 0)[0]
tunnel += quad(lambda u: np.exp(-u) * expit(c * u), 0, CUT)[0]
assert abs(tunnel / ((pi / c) / np.sin(pi / c)) - 1) < 1e-5
print(f"Barrier-top quantum = {quantum/q*1e3:.1f} meV")
print(f"Tunnelling plus reflection factor = {tunnel:.3f}")

# Supply through the depletion layer by drift and diffusion
v_emit = np.sqrt(kT / (2 * pi * m))
v_drift = mobility * field
print(f"Mobility = {mobility*1e4:.0f} cm2/Vs (rough)")
print(f"Emission velocity = {v_emit*100:.3e} cm/s")
print(f"Mobility times field = {v_drift*100:.3e} cm/s")
print(f"Finite-mobility current factor = {1/(1+v_emit/v_drift):.3f}")

# Gaussian spread of local barriers conducting in parallel
sigma = 0.03 * q
patch = quad(lambda z: np.exp(-z * z / 2 - z * sigma / kT)
             / np.sqrt(2 * pi), -12, 12)[0]
assert abs(patch / np.exp((sigma / kT) ** 2 / 2) - 1) < 1e-7
print(f"Barrier spread {sigma/q*1e3:.0f} meV: current factor {patch:.2f}")

# Apparent prefactor when the barrier falls linearly with temperature
drift = 2e-4 * q
phi_hot = phi - drift * (T2 - T1)
J_drift = valleys * emission([m] * 3, 2, v_test, v_test - phi_hot, T2)
y1, y2 = np.log(J_model / T1**2), np.log(J_drift / T2**2)
intercept = (T2 * y2 - T1 * y1) / (T2 - T1)
apparent = np.exp(intercept) / A_model
assert abs(apparent / np.exp(drift / kB) - 1) < 1e-5
print(f"Barrier drift {drift/q*1e3:.1f} meV/K: prefactor x {apparent:.1f}")

# Degeneracy at the example's own barrier
z = mpexp(-mpf(phi / kT))
deg = float(1 + polylog(2, -z).real / z)
print(f"Relative degeneracy correction, d=3: {deg:.1e}")
print("OK")
```

Printed output:

```
Barrier Phi = 0.60 eV; T1 = 300 K; T2 = 360 K
Model mass = 0.32 m0; valleys = 6
kB T1 = 25.852 meV; Phi/(kB T1) = 23.209
q kB T1/h = 1.0015e-06 A
Transverse factor per direction = 1.3145e+06 1/cm
exp(-Phi/(kB T1)) = 8.3261e-11
k-space tests: band depth v_b = 0.30 eV
d=1, one valley: J(T1) = 1.6678e-16 A
  J(T2) = 9.5772e-15 A; J ratio = 57.43
  power = 1.00000; prefactor ratio = 1.2000
  power: fixed density 0.500; total-energy rule 1.000
  Fermi/Boltzmann current at Phi = kB T: 0.8515
d=2, one valley: J(T1) = 2.1922e-10 A/cm
  J(T2) = 1.3791e-08 A/cm; J ratio = 62.91
  power = 1.50000; prefactor ratio = 1.3145
  power: fixed density 0.500; total-energy rule 1.042
  Fermi/Boltzmann current at Phi = kB T: 0.8910
d=3, one valley: J(T1) = 2.8817e-04 A/cm2
  J(T2) = 1.9858e-02 A/cm2; J ratio = 68.91
  power = 2.00000; prefactor ratio = 1.4400
  power: fixed density 0.500; total-energy rule 1.086
  Fermi/Boltzmann current at Phi = kB T: 0.9205
Free-electron Richardson constant = 120.173 A/(cm2 K2)
Six-valley model constant = 230.73 A/(cm2 K2)
Contact J(T1) = 1.7290e-03 A/cm2 = 17.290 A/m2
Contact J(T2) = 1.1915e-01 A/cm2
Neglected effects at T1, each as a separate estimate:
Rough masses: mt = 0.19 m0, ml = 0.92 m0
Anisotropic/isotropic current = 1.069
Nonparabolicity 0.5 1/eV: current factor 1.026
Donors = 1.0e+16 1/cm3; eps_r = 11.7
Band bending = 0.396 eV; width = 226 nm
Peak field = 0.0350 MV/cm
Field/rough breakdown (0.3 MV/cm) = 0.117
Image lowering = 20.7 meV at 2.97 nm
Image-force current factor = 2.23
Barrier-top quantum = 30.8 meV
Tunnelling plus reflection factor = 1.062
Mobility = 1200 cm2/Vs (rough)
Emission velocity = 4.755e+06 cm/s
Mobility times field = 4.197e+07 cm/s
Finite-mobility current factor = 0.898
Barrier spread 30 meV: current factor 1.96
Barrier drift 0.2 meV/K: prefactor x 10.2
Relative degeneracy correction, d=3: 2.1e-11
OK
```
